# How long chlorine atoms take to fill a surface

Chlorine atoms at 300 K and a density of $10^{19}\ \mathrm{m^{-3}}$ fill 95 percent of $10^{19}$ surface sites per square metre in about 28 ms:

$$
t_{95}=\frac{4S}{n\bar v}\ln 20\approx 28\ \mathrm{ms}.
$$

Here $n$ is the atom density, $S$ the number of sites per area and $\bar v$ the mean thermal speed. The result holds under these conditions:

- All sites are equal and empty at the start. An atom that hits an empty site stays there; one that hits a filled site returns to the gas and changes nothing.
- Nothing removes adsorbed atoms: there is no recombination, desorption or ion bombardment.
- A source holds the arriving flux at the value for a Maxwell gas of density $n$.

The comparison below shows how the time changes when the second or the third condition fails.

## The estimate on the back of an envelope

A chlorine atom at room temperature moves at roughly 400 m/s. The number striking unit area per second is about a quarter of density times speed, or $10^{19}\times400/4=10^{21}\ \mathrm{m^{-2}\,s^{-1}}$. With $10^{19}$ sites per square metre, each site is hit about once every 10 ms.

One impact per site on average does not fill the surface, because some sites are hit twice while others are missed. If impacts fall at random, the fraction of sites still missed after an average of $q$ impacts per site is $e^{-q}$. Since $e^{-3}\approx0.05$, three impacts per site are needed for 95 percent, which takes about 30 ms.

The estimate has two parts that need proof, the quarter in the flux and the exponential in the coverage.

## The impact flux

Let $v_z$ be the velocity component towards the surface. In a Maxwell gas of temperature $T$ and atomic mass $m$, it has the distribution

$$
f(v_z)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_z^2/2kT}.
$$

Atoms with velocity $v_z>0$ that cross unit area in a time $dt$ come from a layer of thickness $v_z\,dt$. The impact flux is therefore

$$
F=n\int_0^\infty v_z f(v_z)\,dv_z .
$$

The integrand is a derivative, apart from a factor, and

$$
\int_0^\infty v_z e^{-mv_z^2/2kT}dv_z
=\left[-\frac{kT}{m}e^{-mv_z^2/2kT}\right]_0^\infty=\frac{kT}{m}.
$$

Hence

$$
F=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=n\sqrt{\frac{kT}{2\pi m}} .
$$

To express this through the mean speed, set $a=m/2kT$. The distribution of speeds is $4\pi v^2(a/\pi)^{3/2}e^{-av^2}$, and $\int_0^\infty v^3e^{-av^2}dv=1/(2a^2)$. Thus

$$
\bar v=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}
=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}} .
$$

A quarter of this is $\sqrt{8kT/(16\pi m)}=\sqrt{kT/(2\pi m)}$, so

$$
F=\frac{n\bar v}{4}.
$$

The meaning of $n$ needs care. In front of a surface that absorbs every atom, no atoms return, and the local density is half that of the full Maxwell gas. In this text $n$ is the density of the full gas whose incoming half supplies the surface.

For chlorine, $m=35.45\ \mathrm u=5.887\times10^{-26}\ \mathrm{kg}$, and at 300 K

$$
\bar v=423\ \mathrm{m/s},\qquad
F=\frac{10^{19}\times423.3}{4}=1.058\times10^{21}\ \mathrm{m^{-2}\,s^{-1}} .
$$

## The filling law

Let $\theta$ be the filled fraction of the sites. A fraction $1-\theta$ of the impacts finds an empty site, and each of these adds one atom:

$$
S\frac{d\theta}{dt}=F(1-\theta).
$$

Define $\tau=S/F$, the time in which the surface receives one impact per site on average. Separating the variables and integrating from the empty surface gives

$$
\int_0^\theta\frac{d\theta'}{1-\theta'}=\frac t\tau
\quad\Rightarrow\quad
-\ln(1-\theta)=\frac t\tau
\quad\Rightarrow\quad
\theta=1-e^{-t/\tau}.
$$

At $\theta=0.95$ the empty fraction is $1/20$, so $t_{95}=\tau\ln20$, the formula stated at the start. In numbers,

$$
\tau=\frac{10^{19}}{1.058\times10^{21}}\ \mathrm s=9.45\ \mathrm{ms},
\qquad
t_{95}=9.45\times2.996\ \mathrm{ms}=28.3\ \mathrm{ms}.
$$

The rate equation treats coverage as a smooth quantity. As a test, impacts were placed at random on 200,000 discrete sites, with an average of 2.996 impacts per site. The filled fraction came out as 0.9496, against the predicted 0.95.

Filling slows down as empty sites become rare. Half the sites are filled after 6.6 ms, 95 percent after 28.3 ms and 99 percent after 43.5 ms. Going from 95 to 99 percent takes $\tau\ln5$, more than half as long as the first 95 percent. Full coverage is approached but not reached in finite time within this equation.

The time varies as $S/(n\sqrt T)$. Heating the gas to 600 K with the density held fixed shortens it to 20.0 ms. If the partial pressure is held fixed instead, $n$ falls as $1/T$, and the time grows as $\sqrt T$.

If only a constant fraction $s_0$ of impacts on empty sites leads to sticking, the right-hand side of the rate equation is multiplied by $s_0$. With the arriving flux held fixed, the time is then divided by $s_0$.

## When adsorbed atoms are removed

An arriving atom can pick up an adsorbed one and leave with it as $\mathrm{Cl_2}$. Let this happen with probability $g$ per impact on a filled site. Such an event empties one site, so

$$
S\frac{d\theta}{dt}=F\left[(1-\theta)-g\theta\right]
=F\left[1-(1+g)\theta\right].
$$

It is useful to count impacts instead of time. Let $q$ be the dose, the accumulated number of impacts per site, with $dq=F\,dt/S$. Then

$$
\frac{d\theta}{dq}=1-(1+g)\theta .
$$

Integration from $\theta=0$ at $q=0$ gives

$$
q=\int_0^\theta\frac{d\theta'}{1-(1+g)\theta'}
=-\frac{\ln[1-(1+g)\theta]}{1+g}.
$$

For $g\to0$ this returns the earlier law. For $g>0$ the coverage has a ceiling, found by setting the rate to zero:

$$
\theta_\infty=\frac1{1+g}.
$$

A coverage of 95 percent is reached only if $\theta_\infty>0.95$, which means $g<0.05/0.95=1/19\approx0.053$. As $g$ approaches this limit from below, the logarithm diverges and so does the filling time.

Take $g=0.02$ as a round value. The ceiling is 0.980, the required dose rises to 3.41 impacts per site, and the time becomes $9.45\times3.406=32.2$ ms. The correction is 14 percent of the simple result. A random-impact simulation with 100,000 sites, this $g$ and this dose gave a coverage of 0.951.

**Ions.** Any removal at a rate proportional to $\theta$ has the same form, with $g$ replaced by a ratio $r$ of removal at full coverage to impact flux. An ion current density of 1 mA/cm² of singly charged ions corresponds to a flux of $6.24\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}$. If each ion removes one chlorine atom at full coverage,

$$
r=\frac{6.24\times10^{19}}{1.058\times10^{21}}=0.059 .
$$

This exceeds $1/19$. The ceiling is 0.944, and 95 percent is never reached in this model, however long the exposure. The excess is small, so the verdict depends on the assumed current and yield. At the same yield, a current below $0.0526/0.0590\approx0.89$ mA/cm² would allow 95 percent.

**Heat.** Suppose adsorbed atoms desorb at a rate $\nu e^{-E/kT}$ per atom, with the surface also at 300 K. Then $r=\nu\tau e^{-E/kT}$. The condition $r<1/19$ becomes

$$
E>kT\ln(19\,\nu\tau).
$$

For an attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$ the bound is 0.73 eV. A silicon–chlorine bond is several electronvolts strong, so thermal loss of single atoms is negligible at this temperature.

## When atoms must diffuse to the surface

Next, keep removal absent but place a layer of background gas, of thickness $d$, between the surface and the region where the density is held. Atoms scatter in the layer with mean free path $L$. A surface that absorbs strongly then depletes the gas in front of it.

Let $J$ be the net flux towards the surface, and let $N(z)$ be the local density of chlorine atoms. If the velocity distribution is nearly isotropic, the fluxes towards and away from the surface add up to $N\bar v/2$ at leading order. Their difference is $J$. The flux towards the surface is therefore $N\bar v/4+J/2$.

Apply this at the top of the layer, where atoms enter with the full Maxwell flux $F$, and at the surface, where the impact flux is $I$:

$$
F=\frac{N_{\rm top}\bar v}{4}+\frac J2,\qquad
I=\frac{N_{\rm wall}\bar v}{4}+\frac J2 .
$$

Subtracting removes the terms in $J/2$. In a steady layer, diffusion gives $N_{\rm top}-N_{\rm wall}=Jd/D$, with the diffusion coefficient $D=L\bar v/3$ for isotropic scattering with a fixed mean free path. Thus

$$
F-I=\frac{\bar v}{4}\,\frac{Jd}{D}=BJ,\qquad B=\frac{3d}{4L}.
$$

A fraction $1-\theta$ of the impacts sticks, so $J=(1-\theta)I$ and

$$
I=\frac{F}{1+B(1-\theta)} .
$$

The empty surface receives a flux reduced by the factor $1+B$. As it fills, it returns more atoms, and the impact flux recovers to $F$. Putting $I$ into the site balance gives

$$
\frac{d\theta}{dt}=\frac1\tau\,\frac{1-\theta}{1+B(1-\theta)} .
$$

Inverting both sides splits the time into two simple integrals:

$$
\frac t\tau=\int_0^\theta\left(\frac1{1-\theta'}+B\right)d\theta'
=-\ln(1-\theta)+B\theta .
$$

The first term is the search for empty sites. The second is the extra filling time that arises because the layer limits the supply of atoms to the surface.

At a background pressure of 5 mTorr and 300 K the gas density is $1.61\times10^{20}\ \mathrm{m^{-3}}$. With a rough scattering cross-section of 0.5 nm², and with the background molecules treated as being at rest, the mean free path is 12.4 mm. For $d=50$ mm,

$$
B=\frac{3\times50}{4\times12.43}=3.02,
$$

$$
t=9.45\,(2.996+3.018\times0.95)\ \mathrm{ms}=55\ \mathrm{ms}.
$$

The filling time is nearly doubled. The steady profile is justified because the layer adjusts in about $d^2/2D=0.7$ ms, much less than 55 ms.

The flux law was tested by following random flights with isotropic scattering and diffuse reflection from the surface. For sticking probability 1, the flights gave 0.244 impacts per entering atom and the formula 0.249. For sticking probability 0.3, the values were 0.523 and 0.525. The formula thus agrees with the flights to about 2 percent in the first case. In the second, the sampling noise of about 0.5 percent hides a smaller systematic error. The exact transport solution for this layer lets a fraction 0.245 of the entering atoms through, which corresponds to $B=3.08$ in place of 3.02. It gives 0.520 for sticking probability 0.3, about 1 percent below the formula, and a filling time of 56 ms in place of 55 ms.

## When the source cannot keep up

A gap of height $H=100$ mm at the stated density holds $nH=10^{18}$ atoms per square metre, only 0.1 atom per site. Filling 95 percent of the sites uses 9.5 times the initial contents of the gap. The result of 28 ms assumes that a source replaces these atoms as fast as they are taken.

Consider instead a source of fixed strength. Before the fresh surface is exposed, it holds the density at $n$ between two saturated walls with recombination probability $g$. One wall is then replaced by the empty surface. Pumping is neglected, and the density is taken as uniform across the gap, so the diffusion effect is left out here.

A saturated wall has $\theta_\infty=1/(1+g)$. The chance that an impact removes an atom from the gas is

$$
(1-\theta_\infty)+g\theta_\infty
=\frac g{1+g}+\frac g{1+g}=\frac{2g}{1+g}.
$$

The two terms are equal because each emptied site is refilled. Production per area must balance the loss on two such walls:

$$
P=2F\,\frac{2g}{1+g}=\frac{4g}{1+g}F .
$$

For $g=0.02$ this is $0.0784F=8.30\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}$. A source that maintains the density over saturated walls delivers only 8 percent of the flux that an empty surface would absorb at that density.

Let $u$ be the density divided by its initial value $n$. The dose now grows as $dq=uF\,dt/S$, while the relation between $\theta$ and $q$ is unchanged. The balance of gas atoms is

$$
nH\frac{du}{dt}=P-uF\left[1-\theta+g\theta\right]-uF\frac{2g}{1+g}.
$$

The last term is the loss on the opposite wall, which stays saturated because its filling and emptying rates both scale with $u$. Integrate over time, using $uF\,dt=S\,dq$:

$$
nH(u-1)=Pt-S\int_0^q\left[1-(1-g)\theta\right]dq'-\frac{2g}{1+g}Sq .
$$

The integral of $\theta$ follows from integrating $d\theta/dq=1-(1+g)\theta$, which gives $\theta=q-(1+g)\int\theta\,dq'$, or $\int\theta\,dq'=(q-\theta)/(1+g)$. Hence

$$
\int_0^q\left[1-(1-g)\theta\right]dq'
=q-\frac{(1-g)(q-\theta)}{1+g}
=\frac{2gq+(1-g)\theta}{1+g}.
$$

Insert this and solve for $Pt$:

$$
Pt=S\,\frac{4gq+(1-g)\theta}{1+g}+nH(u-1).
$$

Dividing by $P=4gF/(1+g)$ gives

$$
\frac t\tau=q+\frac{(1-g)\theta}{4g}
+\frac{nH}{S}\,\frac{(1+g)(u-1)}{4g}.
$$

The final density $u$ must come from numerical integration of the two balances, which gives 0.624 when the coverage reaches 95 percent. The terms are then

$$
\frac t\tau=3.41+11.64-0.48\approx14.6,\qquad t=138\ \mathrm{ms}.
$$

The direct integration gives the same time. During the filling, the gas density in this uniform model drops to as little as 9 percent of its initial value. This minimum is rough, because the model uses the flux of a full Maxwell gas even in front of the absorbing surface. With diffusion across the gap at 5 mTorr included and atoms produced uniformly across it, the time would be about 150 ms, and the mean density would fall only to about 18 percent. Producing the atoms nearer to one wall would change these values.

The large middle term is the supply limit, and it grows as $g$ falls. Walls that recombine few atoms allow a weak source to maintain a high density, but that weak source is slow to fill a fresh surface. A measured steady density therefore does not by itself fix the filling time.

## Comparison

| Situation | Time to 95 percent |
|---|---|
| Envelope estimate | about 30 ms |
| Held incoming flux, no removal | 28 ms |
| Recombination, $g=0.02$ | 32 ms |
| Diffusion through 50 mm at 5 mTorr | 55 ms |
| Fixed production, $g=0.02$, 100 mm gap | 138 ms |
| Ions at 1 mA/cm², one atom removed per ion | not reached |

The envelope estimate differs from the derived result only by rounding. The larger differences come from changing the physical conditions. Each row changes the conditions separately, except that the fixed-production case includes recombination. The corrections should not be added, since each alters the flux or coverage on which the others depend.

A related real process is the chlorination step in atomic layer etching of silicon. A total pressure of a few mTorr and a gap of order 100 mm are rough typical values, and the chlorine atoms here have a partial pressure of 0.31 mTorr. An ideal Si(100) plane has $6.78\times10^{18}$ atoms per square metre, so the assumed site density means 1.47 sites per surface atom. With one site per atom, the simple time would fall to 19 ms. Real surfaces can also take up chlorine from $\mathrm{Cl_2}$ molecules, which this model omits. This supply can be the larger one. In a background of pure $\mathrm{Cl_2}$ at 5 mTorr and 300 K, the molecules are 16.1 times as dense as the atoms, slower by a factor $\sqrt2$, and carry two atoms each. They bring $2\times16.1/\sqrt2\approx23$ times as much chlorine to the surface, so the filling can be faster than calculated here. The gain is smaller than this factor suggests, because a molecule needs two neighbouring empty sites, and such pairs become rare as the surface fills. On a square lattice of sites, molecules that stick on an empty pair with probability 0.05 shorten the time from 28 ms to about 22 ms, and with probability 1 to about 9 ms. Among the finite times in the table, the fixed source gives the longest. It is 4.3 times the time for a held flux with the same recombination. This ranking rests on both walls having $g=0.02$. If the opposite wall recombines more strongly, a stronger source is needed to hold the same density, and the uniform model gives 55 ms for $g=0.2$ on that wall and 44 ms for $g=0.5$. Removal by ions or by strong recombination can put the target out of reach. The 28 ms result is thus suited to a surface that captures nearly every atom hitting an empty site and loses few adsorbed atoms, when chlorine arrives almost only as single atoms and the source is strong enough to maintain their incoming flux. The numerical output below gives the values in more detail.

## Computed results

```
atom density: 1.0e+19 m^-3
site density: 1.0e+19 m^-2
gas temperature: 300 K
chlorine atom mass: 35.45 u = 5.8866e-26 kg
atom partial pressure: 0.311 mTorr
Si(100) plane atom density: 6.781e+18 m^-2
sites per Si(100) plane atom: 1.47
mean speed: 423.3 m/s
impact flux, formula: 1.0582e+21 m^-2 s^-1
impact flux, quadrature: 1.0582e+21 m^-2 s^-1
tau: 9.450 ms
dose for 95 percent: 2.9957 impacts per site
time to 50 percent: 6.55 ms
time to 95 percent: 28.31 ms
time to 99 percent: 43.52 ms
simulated coverage at that dose: 0.9496
largest removal ratio allowing 95 percent: 0.0526
recombination probability g: 0.020
coverage ceiling with g: 0.9804
dose for 95 percent with g: 3.4057 impacts per site
simulated coverage with g: 0.9508
time with recombination: 32.18 ms
background pressure: 5.0 mTorr
background density: 1.609e+20 m^-3
scattering cross-section: 0.50 nm^2
mean free path: 12.43 mm
diffusion path: 50 mm
transport number B: 3.018
impacts per entering atom, sticking 1.0: flights 0.2438, formula 0.2489
impacts per entering atom, sticking 0.3: flights 0.5225, formula 0.5249
diffusion coefficient: 1.753 m^2/s
layer adjustment time: 0.71 ms
time with diffusion: 55.4 ms
gap height: 100 mm
gas atoms in gap per site: 0.100
production per area: 8.300e+19 m^-2 s^-1
production / unperturbed impact flux: 0.0784
lowest density / initial density: 0.0873
density at 95 percent / initial density: 0.6244
time with limited production: 137.6 ms
same time from atom count: 137.6 ms
limited-production time / simple time: 4.86
ion current density: 1.0 mA/cm2
ion flux: 6.242e+19 m^-2 s^-1
chlorine removed per ion at full coverage: 1.0
ion removal ratio: 0.0590
coverage ceiling with ions: 0.9443
time at 600 K, same density: 20.02 ms
desorption attempt rate: 1.0e+13 s^-1
smallest binding energy for 95 percent: 0.729 eV
```
